# Larger plating overpotential can give finer islands and thinner closed films: a numerical check

```python
# Result under test: for progressive nucleation of hemispherical islands,
# spacing and closure thickness both scale as L = (v/J)^(1/3), and
# L^3 = (r1/C0) sqrt(pi/s) (1-exp(-x)) exp(b/x^2), b = 4 s^3/27.
# x: z e eta/kT (eta = overpotential magnitude); s: surface work/kT
# of one-atom hemisphere of radius r1; C0: site density;
# J: nucleation rate per area; v: radial growth speed.
# Internal units are nm and s; closure means a bare fraction of 0.01.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import minimize_scalar

temperature, charge_number, transfer = 300.0, 1, 0.5
atom_volume, surface_energy = 0.015, 0.15       # nm^3, J/m^2
site_density, exchange_current = 10.0, 10.0     # nm^-2, A/m^2
bare_at_closure = 0.01
kT = const.k * temperature
r1 = (3 * atom_volume / (2 * np.pi)) ** (1 / 3)
s = 2 * np.pi * r1**2 * 1e-18 * surface_energy / kT
b = 4 * s**3 / 27
exchange_flux = exchange_current * 1e-18 / (charge_number * const.e)
w = exchange_flux * 2 * np.pi * r1**2           # s^-1


def reduced(eta_mV):
    return charge_number * const.e * eta_mV * 1e-3 / kT


def attach(n, x):
    return w * n ** (2 / 3) * np.exp(transfer * x)


def detach(n, x):
    # detailed balance between cluster sizes n-1 and n
    step_work = -x + s * (n ** (2 / 3) - (n - 1) ** (2 / 3))
    return attach(n - 1, x) * np.exp(step_work)


def master_nucleation_rate(x, largest=250):
    """Flux from the steady master equation, absorbing at largest."""
    n = np.arange(2, largest, dtype=float)
    up, down = attach(n, x), detach(n, x)
    bands = np.zeros((3, n.size))
    bands[0, 1:] = down[1:]
    bands[1] = -(up + down)
    bands[2, :-1] = up[:-1]
    source = np.zeros(n.size)
    source[0] = -attach(1.0, x) * site_density * np.exp(x - s)
    population = solve_banded((1, 1), bands, source)
    return up[-1] * population[-1]


def nucleation_rate(x):
    prefactor = site_density * w * np.sqrt(s / (9 * np.pi))
    return prefactor * np.exp(transfer * x - b / x**2)


def current_density(x):
    return exchange_current * (np.exp(transfer * x)
                               - np.exp(-(1 - transfer) * x))


def growth_speed(x):
    return w * r1 / 3 * np.exp(transfer * x) * (1 - np.exp(-x))


def speed_from_rates(x, n=1e9):
    return r1 / (3 * n ** (2 / 3)) * (attach(n, x) - detach(n, x))


def length_scale(x):
    return (r1 / site_density * np.sqrt(np.pi / s)
            * (1 - np.exp(-x)) * np.exp(b / x**2)) ** (1 / 3)


def critical_size(x):
    return (2 * s / (3 * x)) ** 3


# Universal closure numbers in units of L and T = L/v
tau_c = (3 * np.log(1 / bare_at_closure) / np.pi) ** (1 / 3)
density_number = quad(lambda t: np.exp(-np.pi * t**3 / 3), 0, tau_c)[0]
thickness_number = tau_c * quad(
    lambda q: 1 - np.exp(-np.pi * tau_c**3
                         * (1 / 3 - q**2 + 2 * q**3 / 3)), 0, 1)[0]


def squared_distance(p, q, box):
    total = 0.0
    for axis in range(2):
        d = np.abs(p[:, axis, None] - q[None, :, axis])
        d = np.minimum(d, box - d)
        total = total + d * d
    return total


def simulate(J, v, t_end, t_mid, box, rng, repeats, fixed_density=None):
    """Random islands: bare fractions, mean height, real density."""
    records = []
    for _ in range(repeats):
        if fixed_density is None:
            count = rng.poisson(J * box**2 * t_end)
            birth = rng.random(count) * t_end
        else:
            count = rng.poisson(fixed_density * box**2)
            birth = np.zeros(count)
        centre = rng.random((count, 2)) * box
        probe = rng.random((1500, 2)) * box
        d2 = squared_distance(probe, centre, box)
        cap2 = (v * (t_end - birth)) ** 2 - d2
        height = np.sqrt(np.maximum(cap2.max(axis=1), 0))
        reach = v * np.maximum(t_mid - birth, 0)
        bare_mid = np.mean(~np.any(d2 < reach**2, axis=1))
        age_gap = np.maximum(birth[:, None] - birth[None, :], 0)
        between = squared_distance(centre, centre, box)
        buried = np.any(between < (v * age_gap) ** 2, axis=1)
        records.append([bare_mid, np.mean(height == 0), height.mean(),
                        np.sum(~buried) / box**2])
    return np.mean(records, axis=0)


rng = np.random.default_rng(12345)
etas = [50.0, 55.0, 60.0]
table = {}
for eta in etas:
    x = reduced(eta)
    J, v, L = nucleation_rate(x), growth_speed(x), length_scale(x)
    J_master = master_nucleation_rate(x)
    # saddle-point and discreteness corrections are of order 1/barrier
    assert abs(J_master / J - 1) < 0.03
    assert abs(speed_from_rates(x) / v - 1) < 0.005
    faraday = (atom_volume * current_density(x) * 1e-18
               / (charge_number * const.e))
    assert abs(faraday / v - 1) < 1e-10
    L_master = (speed_from_rates(x) / J_master) ** (1 / 3)
    assert abs(L_master / L - 1) < 0.015

    def scale_from_rates(e):
        y = reduced(e)
        return np.log(speed_from_rates(y) / master_nucleation_rate(y)) / 3

    slope_numeric = (scale_from_rates(eta + 0.05)
                     - scale_from_rates(eta - 0.05)) / 0.1
    slope = reduced(1.0) / 3 * (1 / np.expm1(x) - critical_size(x))
    assert abs(slope_numeric / slope - 1) < 0.02 and slope < 0

    # time from twice critical size to radius L, against L/v
    start = np.log(2 * critical_size(x))
    stop = np.log((L / r1) ** 3)
    grow_time = quad(lambda u: np.exp(u) / (attach(np.exp(u), x)
                     - detach(np.exp(u), x)), start, stop, limit=200)[0]
    lag = grow_time * v / L - 1
    assert abs(lag) < 0.05
    table[eta] = dict(x=x, J=J, v=v, L=L, slope=slope, lag=lag,
                      n=critical_size(x), G=b / x**2,
                      N=density_number / L**2,
                      spacing=L / np.sqrt(density_number),
                      t=tau_c * L / v, h=thickness_number * L,
                      J_error=J_master / J - 1)

simulated = {}
for eta in (50.0, 60.0):
    q = table[eta]
    result = simulate(q['J'], q['v'], q['t'], q['L'] / q['v'],
                      20 * q['L'], rng, 40)
    # tolerances cover sampling scatter of forty finite boxes
    assert abs(result[0] - np.exp(-np.pi / 3)) < 0.02
    assert abs(result[1] - bare_at_closure) < 0.002
    assert abs(result[2] / q['h'] - 1) < 0.02
    assert abs(result[3] / q['N'] - 1) < 0.035
    simulated[eta] = result

# Fixed random sites, all occupied at time zero
fixed_spacing = 100.0
fixed_density = fixed_spacing**-2
fixed_radius = np.sqrt(np.log(1 / bare_at_closure)
                       / (np.pi * fixed_density))
fixed_thickness = quad(lambda z: 1 - np.exp(
    -np.pi * fixed_density * (fixed_radius**2 - z**2)),
    0, fixed_radius)[0]
for eta in (50.0, 60.0):
    v = table[eta]['v']
    t_fixed = fixed_radius / v
    result = simulate(0, v, t_fixed, t_fixed / 2, 20 * fixed_spacing,
                      rng, 40, fixed_density)
    assert abs(result[1] - bare_at_closure) < 0.004
    assert abs(result[2] / fixed_thickness - 1) < 0.025

# Refinement at every overpotential if 2b exceeds this maximum
peak = minimize_scalar(lambda y: -y**3 / np.expm1(y),
                       bounds=(0.1, 10), method='bounded')
threshold = -peak.fun
assert 2 * b > threshold
scan = np.linspace(0.5, 12, 2000)
assert np.all(np.diff(np.log(length_scale(scan))) < 0)
# just below the threshold a coarsening interval must appear
weak_b = 0.45 * threshold
weak_log = np.log(1 - np.exp(-scan)) + weak_b / scan**2
assert np.any(np.diff(weak_log) > 0)

low, high = table[50.0], table[60.0]
growth_part = ((1 - np.exp(-high['x']))
               / (1 - np.exp(-low['x']))) ** (1 / 3)
barrier_part = np.exp((high['G'] - low['G']) / 3)
assert growth_part > 1 and high['spacing'] < low['spacing']
assert high['h'] < low['h'] and high['v'] > low['v']

print(f"temperature {temperature:.0f} K; charge number {charge_number}; "
      f"transfer coefficient a {transfer}")
print(f"atom volume {atom_volume} nm^3; surface energy "
      f"{surface_energy} J/m^2")
print(f"site density {site_density:.0f} nm^-2; exchange current "
      f"{exchange_current:.0f} A/m^2")
print(f"r1 {r1:.4f} nm; s {s:.3f}; b {b:.2f}; w {w:.2f} s^-1")
print(f"closure time number t_c/T {tau_c:.4f}")
print(f"island density number N L^2 {density_number:.4f}")
print(f"closure thickness number h/L {thickness_number:.4f}")
print(f"closure thickness/spacing "
      f"{thickness_number * np.sqrt(density_number):.4f}")
for eta in etas:
    q = table[eta]
    print(f"--- overpotential {eta:.0f} mV: x {q['x']:.4f}")
    print(f"critical size {q['n']:.2f} atoms; barrier {q['G']:.2f} kT; "
          f"1/(e^x-1) {1 / np.expm1(q['x']):.4f}")
    print(f"J {q['J']:.3e} nm^-2 s^-1; v {q['v']:.3f} nm/s; "
          f"current {current_density(q['x']):.2f} A/m^2")
    print(f"L {q['L']:.1f} nm; d ln L/d eta {q['slope']:.4f} mV^-1")
    print(f"island density {q['N'] * 1e6:.3f} um^-2; "
          f"spacing {q['spacing']:.1f} nm")
    print(f"closure time {q['t']:.1f} s; "
          f"closure thickness {q['h']:.1f} nm")
    print(f"master-equation J minus formula {100 * q['J_error']:.2f} %; "
          f"growth-time error {100 * q['lag']:.2f} %")
print("--- change from 50 to 60 mV (ratios)")
print(f"J ratio {high['J'] / low['J']:.1f}; "
      f"v ratio {high['v'] / low['v']:.3f}")
print(f"spacing ratio and thickness ratio {high['L'] / low['L']:.4f}")
print(f"barrier part {barrier_part:.4f}; "
      f"part with barrier frozen {growth_part:.4f}")
print(f"maximum of x^3/(e^x-1) {threshold:.4f} at x {peak.x:.4f}; "
      f"2b {2 * b:.1f}")
early = 10.0
for eta in (50.0, 60.0):
    q = table[eta]
    covered = -np.expm1(-np.pi * q['J'] * q['v']**2 * early**3 / 3)
    print(f"at {early:.0f} s, {eta:.0f} mV: oldest radius "
          f"{q['v'] * early:.1f} nm; covered {100 * covered:.4f} %")
for eta in (50.0, 60.0):
    r = simulated[eta]
    print(f"simulation {eta:.0f} mV: bare {100 * r[1]:.2f} %; thickness "
          f"{r[2]:.1f} nm; spacing {r[3]**-0.5:.1f} nm")
print(f"fixed sites: spacing {fixed_spacing:.0f} nm; "
      f"closure thickness {fixed_thickness:.1f} nm")
print(f"fixed-site closure time: 50 mV {fixed_radius / low['v']:.1f} s; "
      f"60 mV {fixed_radius / high['v']:.1f} s")
print("all good")
```

Running it gives:

```
temperature 300 K; charge number 1; transfer coefficient a 0.5
atom volume 0.015 nm^3; surface energy 0.15 J/m^2
site density 10 nm^-2; exchange current 10 A/m^2
r1 0.1928 nm; s 8.455; b 89.53; w 14.57 s^-1
closure time number t_c/T 1.6383
island density number N L^2 0.8783
closure thickness number h/L 1.1835
closure thickness/spacing 1.1092
--- overpotential 50 mV: x 1.9341
critical size 24.75 atoms; barrier 23.93 kT; 1/(e^x-1) 0.1690
J 8.454e-09 nm^-2 s^-1; v 2.106 nm/s; current 22.50 A/m^2
L 629.3 nm; d ln L/d eta -0.3169 mV^-1
island density 2.218 um^-2; spacing 671.4 nm
closure time 489.4 s; closure thickness 744.8 nm
master-equation J minus formula -0.61 %; growth-time error 0.15 %
--- overpotential 55 mV: x 2.1275
critical size 18.59 atoms; barrier 19.78 kT; 1/(e^x-1) 0.1352
J 5.929e-07 nm^-2 s^-1; v 2.389 nm/s; current 25.52 A/m^2
L 159.1 nm; d ln L/d eta -0.2380 mV^-1
island density 34.685 um^-2; spacing 169.8 nm
closure time 109.1 s; closure thickness 188.3 nm
master-equation J minus formula -0.74 %; growth-time error 0.30 %
--- overpotential 60 mV: x 2.3209
critical size 14.32 atoms; barrier 16.62 kT; 1/(e^x-1) 0.1089
J 1.538e-05 nm^-2 s^-1; v 2.694 nm/s; current 28.78 A/m^2
L 56.0 nm; d ln L/d eta -0.1833 mV^-1
island density 280.572 um^-2; spacing 59.7 nm
closure time 34.0 s; closure thickness 66.2 nm
master-equation J minus formula -0.89 %; growth-time error 0.39 %
--- change from 50 to 60 mV (ratios)
J ratio 1819.8; v ratio 1.279
spacing ratio and thickness ratio 0.0889
barrier part 0.0874; part with barrier frozen 1.0178
maximum of x^3/(e^x-1) 1.4214 at x 2.8214; 2b 179.1
at 10 s, 50 mV: oldest radius 21.1 nm; covered 0.0039 %
at 10 s, 60 mV: oldest radius 26.9 nm; covered 11.0384 %
simulation 50 mV: bare 1.09 %; thickness 741.4 nm; spacing 669.9 nm
simulation 60 mV: bare 1.09 %; thickness 66.1 nm; spacing 60.0 nm
fixed sites: spacing 100 nm; closure thickness 105.6 nm
fixed-site closure time: 50 mV 57.5 s; 60 mV 44.9 s
all good
```
